# Magnon Chern numbers of a kagome ferromagnet from link variables

## What symmetry fixes

A Chern number is dimensionless, so for a ferromagnet with exchange $J$, Dzyaloshinskii-Moriya (DM) coupling $D$ and spin $S$ it can depend on the energies only through $D/J$: in the one-magnon problem $S$ is a common factor and a magnetic field along the spins shifts all bands alike. Reversing $D$ complex-conjugates the magnon matrix. This reverses the Berry curvature, so every Chern number is odd in $D$.

A second symmetry ties the bands together. Write $\tan\varphi=D/J$. Apart from a constant and a positive factor, the kagome magnon matrix derived below is

$$
h=-\begin{pmatrix}0&e^{i\varphi}c_1&e^{-i\varphi}c_3\\ e^{-i\varphi}c_1&0&e^{i\varphi}c_2\\ e^{i\varphi}c_3&e^{-i\varphi}c_2&0\end{pmatrix},
$$

with real $c_j(\mathbf k)$. Changing its sign replaces $\varphi$ by $\varphi+180^\circ$. Constant phases on the three sites can shift $\varphi$ by a further $-240^\circ$, because the three shifts around a triangle then add to a multiple of $360^\circ$. At $\varphi=30^\circ$ the result is $-30^\circ$, so $-h$ is equivalent to $h^*$. The sign change reverses the order of the bands and the conjugation reverses their Chern numbers. Hence, from lowest to highest,

$$
(C_1,C_2,C_3)=(c,0,-c).
$$

If no gap closes between $\varphi=30^\circ$ and weak coupling, this form holds there too. What remains is to show that the gaps stay open, to find $c$, and to compute it reliably on a mesh.

## The magnon matrix

The Hamiltonian is

$$
H=-J\sum\mathbf S_i\cdot\mathbf S_j+D\sum\hat z\cdot(\mathbf S_i\times\mathbf S_j)-g\mu_BB\sum S_i^z ,
$$

with $J>0$. Each nearest-neighbour bond is counted once and directed anticlockwise, $A\to B\to C\to A$, around its triangle. The sites are at $0$, $\mathbf a_1/2$ and $\mathbf a_2/2$, where $\mathbf a_1,\mathbf a_2$ have length $a$ and enclose $60^\circ$; $k_j=\mathbf k\cdot\mathbf a_j$.

All spins point along $+z$, and one is lowered by one unit. $H$ conserves total $S^z$, so this one-flip sector is closed. On a bond $i\to j$,

$$
(\mathbf S_i\times\mathbf S_j)_z=\tfrac i2(S_i^+S_j^--S_i^-S_j^+),\qquad \langle i|S_i^-S_j^+|j\rangle=2S .
$$

Exchange therefore moves the flip from $j$ to $i$ with amplitude $-\tfrac J2\,2S=-JS$, and the DM term adds $-\tfrac{iD}{2}\,2S=-iDS$. Each of the four bonds at a flipped site costs $JS$, since $-JS(S-1)+JS^2=JS$. Every site has two neighbours of each other kind, at opposite displacements, whose phases add to twice a cosine. The matrix is thus $4JS+g\mu_BB+2S\sqrt{J^2+D^2}\,h$, with

$$
c_1=\cos\tfrac{k_1}{2},\quad c_2=\cos\tfrac{k_2-k_1}{2},\quad c_3=\cos\tfrac{k_2}{2}.
$$

## Why the bands stay apart

Let $x=c_1c_2c_3$. The angles $\theta_1=k_1/2$, $\theta_2=(k_2-k_1)/2$, $\theta_3=-k_2/2$ add to zero, so $\sin\theta_1\sin\theta_2=c_1c_2-c_3$. Squaring gives $(1-c_1^2)(1-c_2^2)=(c_1c_2-c_3)^2$, or

$$
c_1^2+c_2^2+c_3^2=1+2x .
$$

Since $h$ has zero trace and determinant $-2x\cos3\varphi$, its eigenvalues $\lambda$ obey

$$
\lambda^3-(1+2x)\lambda+2x\cos3\varphi=0 .
$$

The discriminant of this cubic is $4(1+2x)^3-108x^2\cos^23\varphi$. With $(1+2x)^3-27x^2=(1-x)^2(1+8x)$ it becomes

$$
\Delta_3=4\left[(1-x)^2(1+8x)+27x^2\sin^23\varphi\right].
$$

The arithmetic mean of the $c_j^2$ is at least their geometric mean, so $(1+2x)^3\ge27x^2$ and $-1/8\le x\le1$. Both terms of $\Delta_3$ are then non-negative. If $\sin3\varphi\ne0$, the second vanishes only at $x=0$, where the first equals 1. The bands never touch for $0<|\varphi|<60^\circ$, that is, for $0<|D|<\sqrt3J$. Weak coupling is sufficient but not necessary; $D=0$ is excluded.

The same cubic gives the band edges. Differentiation yields

$$
\frac{d\lambda}{dx}=\frac{2(\lambda-\cos3\varphi)}{3\lambda^2-1-2x}.
$$

The denominator is nonzero because the roots are distinct. Inserting $\lambda=\cos3\varphi$ into the cubic leaves $-\cos3\varphi\sin^23\varphi$, so the numerator cannot vanish unless $\cos3\varphi=0$. In that case the middle band is flat and the others are $\pm\sqrt{1+2x}$. Otherwise each band is monotonic in $x$, with its extremes at $\Gamma$ ($x=1$) and $K$ ($x=-1/8$). There the roots are $-2\cos(\varphi+120^\circ m)$ and $\cos(\varphi+120^\circ m)$, with $m=0,\pm1$. At $B=0$ the energies are

$$
\Gamma:\ 0,\ 6JS\pm2\sqrt3DS;\qquad K:\ 6JS,\ 3JS\pm\sqrt3DS .
$$

For $0<|D|<J/\sqrt3$ the two full gaps, from the top of one band to the bottom of the next, are both $2\sqrt3|D|S$. At $|D|=\sqrt3J$ an excitation energy at $\Gamma$ falls to zero, and beyond it the polarized state is unstable at zero field.

## First failure: differentiating eigenvectors

With the Berry connection $A_j=i\langle u|\partial_ju\rangle$, the Chern number is

$$
C=\frac1{2\pi}\int(\partial_1A_2-\partial_2A_1)\,dk_1dk_2 .
$$

The direct scheme diagonalizes on a mesh and takes finite differences of $u$. It fails because a numerical eigenvector has an arbitrary phase at each point, so the difference of two neighbours need not be small.

One might repair this by making the $A$ component $u_A$ real and positive. Suppose $u_A=0$. Rows $B$ and $C$ of the eigenvalue equation read

$$
-e^{i\varphi}c_2u_C=\lambda u_B,\qquad -e^{-i\varphi}c_2u_B=\lambda u_C .
$$

The outer bands have $\lambda\ne0$, because three distinct roots with zero sum have a negative lowest and a positive highest member. So $u_B$ and $u_C$ are both nonzero and $\lambda=\pm c_2$. Row $A$, $e^{i\varphi}c_1u_B+e^{-i\varphi}c_3u_C=0$, then demands $e^{3i\varphi}c_1=\pm c_3$. Both cosines are real and $\sin3\varphi\ne0$, hence $c_1=c_3=0$: the component vanishes at the single point $k_1=k_2=\pi$, and the phase rule breaks down there.

This failure contains the answer. Put $k_j=\pi+q_j$, so that $c_1\simeq-q_1/2$, $c_3\simeq-q_2/2$, $c_2\simeq1$. In the lowest band $\lambda\simeq-1$ and $u_B\simeq e^{i\varphi}u_C$. Row $A$ gives

$$
u_A=e^{i\varphi}c_1u_B+e^{-i\varphi}c_3u_C\simeq-\tfrac12e^{-i\varphi}\left(q_2+e^{3i\varphi}q_1\right)u_C .
$$

The real and imaginary parts of the bracket are $q_2+q_1\cos3\varphi$ and $q_1\sin3\varphi$. Their Jacobian with respect to $(q_1,q_2)$ is $-\sin3\varphi$, so the phase of $u_A$ winds $w=-\mathrm{sgn}(\sin3\varphi)$ times around the point. In the highest band $\lambda\simeq1$ and $u_B\simeq-e^{i\varphi}u_C$; the bracket becomes $q_2-e^{3i\varphi}q_1$ and $w$ changes sign.

Now use the gauge $u_A>0$ outside a small disk and a smooth gauge inside. With $\theta=\arg u_A$ in the smooth gauge, $u^{\rm out}=e^{-i\theta}u^{\rm in}$ and $\mathbf A^{\rm out}=\mathbf A^{\rm in}+\nabla\theta$. Raising $k_1$ or $k_2$ by $2\pi$ only reverses the sign of $u_B$ or $u_C$, respectively, which leaves $u_A>0$ and $\mathbf A^{\rm out}$ unchanged, so opposite zone edges cancel. The outer region then has only the disk's edge as its boundary, traversed backwards, and Stokes' theorem gives

$$
2\pi C=\oint(\mathbf A^{\rm in}-\mathbf A^{\rm out})\cdot d\mathbf k=-2\pi w .
$$

Since $\sin3\varphi$ has the sign of $D$ for $|\varphi|<60^\circ$,

$$
(C_1,C_2,C_3)=(\mathrm{sgn}D,\,0,\,-\mathrm{sgn}D).
$$

For $D/J=0.15$ the computed windings are $-1.000$ and $+1.000$ in the lowest and highest bands.

## Second failure: integrating a sharp curvature

The curvature can be written without derivatives of eigenvectors:

$$
\Omega_n=-2\,\mathrm{Im}\sum_{m\ne n}\frac{\langle n|\partial_1H|m\rangle\langle m|\partial_2H|n\rangle}{(E_n-E_m)^2}.
$$

The phases cancel. Exchanging $n$ and $m$ reverses the sign of a term, so the curvatures of the three bands add to zero. The difficulty is now the small denominator at weak $D$.

Its width follows from the discriminant. From $2\sum c_j^2=3+\cos k_1+\cos k_2+\cos(k_2-k_1)$ one has $4x=1+\cos k_1+\cos k_2+\cos(k_2-k_1)$. Let $\kappa$ be the distance from $K=(2\pi/3,4\pi/3)$. The linear terms cancel, and the quadratic ones give $1+8x\simeq\tfrac34\kappa^2a^2$. The third root is about $3/2$ away from the lower two, so their splitting $\delta$ obeys $(3/2)^4\delta^2\simeq\Delta_3$. To leading order in $\kappa a$ and $D/J$,

$$
\delta^2\simeq\tfrac34\kappa^2a^2+3\frac{D^2}{J^2}.
$$

This is a massive Dirac cone, and the two terms are equal at

$$
\kappa_*=\frac{2|D|}{Ja}.
$$

An $N\times N$ mesh has spacing $4\pi/(\sqrt3Na)$. For $D/J=0.15$, $\kappa_*a=0.30$, which $N=24$ just matches. For $D/J=0.001$, spacing equal to $\kappa_*$ requires $N\approx3600$. Direct quadrature is thus sound at moderate coupling and wasteful at weak coupling.

## Links and plaquettes

The cure is to ask for the flux through each mesh cell, not the curvature at its corner. For steps $\boldsymbol\delta_1,\boldsymbol\delta_2$ along the two mesh directions, define the link

$$
U_j(\mathbf k)=\frac{\langle u(\mathbf k)|u(\mathbf k+\boldsymbol\delta_j)\rangle}{|\langle u(\mathbf k)|u(\mathbf k+\boldsymbol\delta_j)\rangle|}\simeq e^{-i\mathbf A\cdot\boldsymbol\delta_j},
$$

and the plaquette flux

$$
\Phi(\mathbf k)=-\arg\left[U_1(\mathbf k)U_2(\mathbf k+\boldsymbol\delta_1)U_1^*(\mathbf k+\boldsymbol\delta_2)U_2^*(\mathbf k)\right],
$$

with the argument between $-\pi$ and $\pi$. The minus sign undoes the one in the exponent of the link. A new phase at any mesh point enters the bracket once directly and once conjugated, and cancels.

Summed over the closed mesh, $C=\sum\Phi/2\pi$ is an integer: each link occurs in two plaquettes, once conjugated, so the product of all brackets is 1. This needs only nonzero overlaps. It does not make the integer correct. If the principal argument misses a multiple of $2\pi$ in one cell, the result is a wrong integer without any rounding error to betray it.

## Third failure: forgetting where the sites are

To close the mesh, the eigenvectors must repeat across the zone. The vectors $u$ of $h$ do not, because the half-angle cosines change sign. The vectors $v_s=e^{i\mathbf k\cdot\mathbf r_s}u_s$ do, with $\mathbf r_s$ the site position. It is tempting to build the links from $v$ alone. The connection then changes to

$$
\mathbf A_v=\mathbf A_u-\sum_s|u_s|^2\mathbf r_s .
$$

The added term is periodic, so its total flux is zero and the exact Chern number is unaffected. Locally it adds a flux that depends on the choice of cell. Since $h$ contains only cosines, it is even in $\mathbf k$ for every $D$; so is $|u_s|^2$, and this flux is therefore odd.

At weak $D$ that is enough to spoil the integer. Near $K$ the lowest band is one state of a two-level system whose polar angle $\vartheta$ satisfies $\cos\vartheta=\kappa_*/\sqrt{\kappa^2+\kappa_*^2}$ up to sign. Half the solid angle gives the flux within radius $\kappa$:

$$
|\Phi|=\pi\left(1-\frac{\kappa_*}{\sqrt{\kappa^2+\kappa_*^2}}\right)=\pi-\epsilon .
$$

It lies just below the branch limit, by $\epsilon\simeq\pi\kappa_*/\kappa$. For $D>0$ both valleys, $K$ and $-K$, carry $\pi-\epsilon$ in the lowest band and the opposite in the middle band. The odd flux $\eta$ changes the lowest-band values to $\pi-\epsilon+\eta$ and $\pi-\epsilon-\eta$. If $|\eta|>\epsilon$, one of them passes $\pi$ and is read $2\pi$ too low. The lowest band drops from $+1$ to $0$ and the middle band rises from $0$ to $+1$.

The computation shows this pattern: for $D/J=0.001$ and $N=10$, links without positions return $(0,+1,-1)$. The numbers are integers and add to zero, so neither property exposes the error.

A scaling estimate tells when to expect it. The added connection is of order $a$, and a cell's perimeter is proportional to $1/(Na)$, so $\eta\propto1/N$. With $\kappa\propto1/(Na)$, $\epsilon\propto N|D|/J$. Failure is expected below $N\sim\sqrt{J/|D|}$, with an undetermined prefactor. In a scan of $N=4$ to $30$, one size failed at $D/J=0.15$, namely $N=4$, and 18 of 27 failed at $D/J=0.001$, namely those not divisible by three, for which $K$ is not a mesh point. The largest of them, 29, marks only the end of the scan: failures continue up to $N=55$, about $1.7\sqrt{J/|D|}$.

The remedy is to restore the positions in the overlap before normalizing it:

$$
\langle u(\mathbf k)|u(\mathbf k+\boldsymbol\delta_j)\rangle=\sum_sv_s^*(\mathbf k)\,e^{-i\boldsymbol\delta_j\cdot\mathbf r_s}\,v_s(\mathbf k+\boldsymbol\delta_j).
$$

With these links no size in the same scan failed at either coupling. The valley argument covers the lower two bands near $K$; for the highest band, which nearly touches the middle one at $\Gamma$, the evidence here is the scan.

The resulting scheme is:

1. Diagonalize $h$ on an $N\times N$ mesh, order the bands by energy and form $v$.
2. Form the overlaps with site positions, wrapping $v$ at the zone edge, and check that none is close to zero.
3. Normalize them, take the principal plaquette fluxes and sum.
4. Repeat on a finer mesh. Large fluxes near $\pm\pi$ call for care.

## A worked case

Take $S=1/2$, $J=0.60$ meV, $D=0.09$ meV, $a=0.90$ nm, $g=2$ and $B=1$ T. Then $\varphi=8.53^\circ$, and both full gaps are

$$
2\sqrt3\times0.09\times0.5\ \text{meV}=0.156\ \text{meV},
$$

or 37.7 GHz. At zero field the bands span 0 to 0.822, 0.978 to 1.644 and 1.800 to 1.956 meV. The field raises all of them by 0.116 meV and leaves the eigenvectors unchanged.

On a $24\times24$ mesh the links give $(+1,0,-1)$. The smallest overlap is 0.92, and the largest plaquette flux is $0.089\pi$, far from the branch limit. Quadrature of the curvature on a $150\times150$ mesh, which uses no links, gives $1.000000$, $0.000000$ and $-1.000000$. The largest flux in the highest band is only $0.006\pi$: its curvature is spread more widely than that of the lower two.

These round parameters lie in the rough regime of layered copper(II) kagome ferromagnets, with spin 1/2 and exchange below about 1 meV. The model assumes isolated layers that are mirror planes, which forbids in-plane DM coupling. It further assumes spins along $z$. At $B=0$ the Hamiltonian does not select this direction. For spins tilted by $\beta$ from $z$ the harmonic gaps shrink to $2\sqrt3|D\cos\beta|S$ and close for in-plane moments, so the zero-field bands listed above describe only the $z$-polarized state, which in a real layer has to be held by a field. The model also neglects thermal magnons. Harmonic theory at 1 T gives a magnon number per site, divided by $S$, of 1.7% at 1 K, 8.4% at 2 K and 31% at 4 K. If the gap is simply scaled with the mean spin, it falls to about 0.153 meV at 1 K and 0.143 meV at 2 K; at 4 K the harmonic picture is no longer quantitative. Dipolar coupling, summed in magnitude over the layer, has a scale of 9 µeV, or 6% of the gap. To first order it hardly changes the gaps, but it lowers the uniform mode by 14 µeV, so that in an isolated layer the state along $+z$ is unstable below about 0.12 T.

Second-neighbour exchange $J_2$ was varied with all else fixed. At $K$ its cosines are $-2$ times the nearest-neighbour ones, so it replaces $J$ by $J-2J_2$ in the off-diagonal elements, shifts the diagonal by a constant, and leaves the splitting from $D$ alone. Accordingly, for $J_2/J=\pm0.05$ and $\pm0.10$ the least direct gap between the lower bands stays at 0.156 meV. The upper one lies between 0.292 and 0.305 meV, and the Chern numbers remain $(+1,0,-1)$. The numerical output lists these direct gaps, taken at fixed $\mathbf k$.

The full upper gap is far more sensitive. For small positive $J_2$ the top of the middle band, at $\Gamma$, rises to $6(J+J_2)S-2\sqrt3DS$, while the bottom of the highest band, at $K$, stays at $6JS$. The full gap is therefore $2\sqrt3DS-6J_2S$, which is 0.066 meV at $J_2/J=0.05$ and vanishes at $J_2=D/\sqrt3$, here $J_2/J=0.087$. At $J_2/J=0.10$ the upper two bands overlap in energy, although they touch at no $\mathbf k$ and keep their Chern numbers.

## Calculated quantities

```
J = 0.60 meV, D = 0.09 meV, S = 0.5
a = 0.90 nm, g = 2.0, B = 1.0 T
D/J = 0.150, phi = 8.531 deg
Zeeman shift of all bands = 0.1158 meV
lowest band at B=0: 0.0000 to 0.8221 meV
middle band at B=0: 0.9779 to 1.6441 meV
highest band at B=0: 1.8000 to 1.9559 meV
full gap lowest-middle = 0.1559 meV
full gap middle-highest = 0.1559 meV
full gap as frequency = 37.69 GHz
direct gap at Gamma, middle-highest = 0.3118 meV
stiffness J S a^2/4 = 0.06075 meV nm^2
link Chern numbers, 24x24 mesh: +1 0 -1
curvature quadrature, 150x150 mesh: 1.000000 0.000000 -1.000000
A-amplitude winding: lowest -1.000, highest +1.000
largest |F|/pi per band: 0.0886 0.0873 0.0061
smallest link overlap = 0.9198
D/J=0.001, N=12, with positions: +1 0 -1
D/J=0.001, N=10, without positions: 0 +1 -1
mesh sizes N = 4..30 (27 in all) giving a wrong result:
 D/J=0.150 with positions: 0, largest N 0
 D/J=0.150 without positions: 1, largest N 4
 D/J=0.001 with positions: 0, largest N 0
 D/J=0.001 without positions: 18, largest N 29
T=1 K: kT=0.0862 meV, magnons/site=0.0084, over S=0.0169
T=2 K: kT=0.1723 meV, magnons/site=0.0420, over S=0.0840
T=4 K: kT=0.3447 meV, magnons/site=0.1540, over S=0.3080
dipolar scale, nearest pair = 1.18 ueV
dipolar scale, summed over layer = 9.21 ueV
summed dipolar scale / full gap = 0.059
J2/J=-0.10: Chern +1 0 -1, least direct gaps 0.1559, 0.3054 meV
J2/J=-0.05: Chern +1 0 -1, least direct gaps 0.1559, 0.3037 meV
J2/J=+0.05: Chern +1 0 -1, least direct gaps 0.1559, 0.2977 meV
J2/J=+0.10: Chern +1 0 -1, least direct gaps 0.1559, 0.2918 meV
```
